# One-percent points of PAW pair densities for the hydrogen 1s form factor: test program

```python
"""Hydrogen 1s form factor F(q) = 16/(4+q^2)^2 from PAW pair densities.

Result under test: the pseudo density misses a charge Q and is wrong at q=0;
adding Q times a compensation shape g cures q=0 but fails at a finite q;
adding the on-site difference (true minus pseudo inside the sphere) gives
F(q) at every q, up to the error of the radial quadrature.
Symbols: s = sphere radius, q = wave number, a,b,c = coefficients of the
pseudo orbital (a+b r^2+c r^4)/sqrt(pi) inside the sphere.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn

NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def exact_form(q):
    return 16 / (4 + np.asarray(q, float)**2)**2


def true_density(r):
    return np.exp(-2 * r) / np.pi


class Sphere:
    def __init__(self, s):
        self.s = s
        matrix = [[1, s**2, s**4], [0, 2*s, 4*s**3], [0, 2, 12*s**2]]
        self.coef = np.linalg.solve(matrix, np.exp(-s) * np.array([1, -1, 1]))
        self.r, self.w = s * NODES, s * WEIGHTS
        self.charge = self.onsite(0.0)[0]
        vol = 4 * np.pi * self.r**2 * self.w
        self.moment = np.sum(vol * self.r**2 * self.difference(self.r))

    def inner_pseudo(self, r):
        a, b, c = self.coef
        return (a + b * r**2 + c * r**4)**2 / np.pi

    def pseudo_density(self, r):
        return np.where(r < self.s, self.inner_pseudo(r), true_density(r))

    def difference(self, r):
        return true_density(r) - self.inner_pseudo(r)

    def shape(self, r):
        return 315 / (64*np.pi*self.s**3) * (1 - (r/self.s)**2)**3

    def transform(self, density, q, r=None, w=None):
        """Radial Fourier transform of a density inside the sphere."""
        r = self.r if r is None else r
        w = self.w if w is None else w
        q = np.atleast_1d(np.asarray(q, float))
        kernel = np.sinc(np.outer(q, r) / np.pi)
        return kernel @ (4 * np.pi * r**2 * w * density(r))

    def onsite(self, q, r=None, w=None):
        return self.transform(self.difference, q, r, w)

    def pseudo_form(self, q):
        """Inner quadrature plus the analytic transform of the outer tail."""
        q = np.maximum(np.atleast_1d(np.asarray(q, float)), 1e-5)
        z = 2 - 1j * q
        tail = 4 / q * np.imag(np.exp(-z*self.s) * (self.s/z + 1/z**2))
        return self.transform(self.inner_pseudo, q) + tail

    def shape_form(self, q):
        x = np.maximum(np.atleast_1d(np.asarray(q, float)), 1e-5) * self.s
        return 945 * spherical_jn(4, x) / x**4

    def compensated_form(self, q):
        return self.pseudo_form(q) + self.charge * self.shape_form(q)


def deviation(form, q):
    return form(q) / exact_form(q) - 1


def one_percent_point(form, q_max=20.0, step=0.02):
    """Smallest q with |relative deviation| >= 0.01."""
    q = np.arange(0, q_max, step)
    excess = np.abs(deviation(form, q)) - 0.01
    hits = np.flatnonzero(excess >= 0)
    assert hits.size > 0
    k = hits[0]
    if k == 0:
        return 0.0
    return brentq(lambda x: abs(deviation(form, x)[0]) - 0.01, q[k-1], q[k])


main = Sphere(1.0)
s = main.s
a, b, c = main.coef

# Closed matching coefficients against the linear solve, at three radii.
for radius in (0.5, 1.0, 1.5):
    closed = np.exp(-radius) * np.array([
        1 + (5*radius + radius**2)/8, -(3 + radius)/(4*radius),
        (1 + radius)/(8*radius**3)])
    assert np.allclose(closed, Sphere(radius).coef, rtol=1e-11)

# Analytic form factor against direct radial quadrature.
for q in (0.5, 2.0, 5.0):
    direct = quad(lambda r: 4*r*np.exp(-2*r)*np.sin(q*r)/q, 0, 25,
                  limit=300, epsabs=1e-12)[0]
    assert abs(direct - exact_form(q)) < 1e-9

# Compensation shape: transform and mean square radius.
q_test = np.array([0.0, 1.0, 4.0, 9.0])
assert np.allclose(main.transform(main.shape, q_test),
                   main.shape_form(q_test), atol=1e-9)
shape_r2 = np.sum(4*np.pi*main.r**4*main.w*main.shape(main.r))
assert abs(shape_r2 - 3*s**2/11) < 1e-11

# Three-dimensional Cartesian sum for pseudo and true densities.
spacing = 0.25
axis = spacing * np.arange(-40, 41)
radius3d = np.sqrt(axis[:, None, None]**2 + axis[None, :, None]**2
                   + axis[None, None, :]**2)
q_grid = np.array([0.0, 1.0, 2.0, 4.0])
phases = np.cos(np.outer(q_grid, axis)) * spacing**3
grid_pseudo = phases @ main.pseudo_density(radius3d).sum(axis=(1, 2))
grid_true = phases @ true_density(radius3d).sum(axis=(1, 2))
error_pseudo = np.max(np.abs(grid_pseudo - main.pseudo_form(q_grid)))
error_true = np.max(np.abs(grid_true - exact_form(q_grid)))
rebuilt = grid_pseudo + main.onsite(q_grid)
error_rebuilt = np.max(np.abs(rebuilt - exact_form(q_grid)))
assert error_pseudo < 1e-4 and error_rebuilt < 1e-4
assert error_true > 3 * error_pseudo

# Reconstruction with accurate integrals is exact over a wide q range.
q_wide = np.linspace(0, 40, 2001)
rebuilt_wide = main.pseudo_form(q_wide) + main.onsite(q_wide)
worst_rebuilt = np.max(np.abs(rebuilt_wide / exact_form(q_wide) - 1))
assert worst_rebuilt < 1e-7

# Small-q law of the compensated form factor.
delta_moment = 3*s**2/11*main.charge - main.moment
q_small = 0.05
actual = main.compensated_form(q_small)[0] - exact_form(q_small)
assert abs(actual / (-q_small**2/6*delta_moment) - 1) < 1e-3
q_estimate = brentq(
    lambda q: q**2/6*abs(delta_moment)*(1 + q**2/4)**2 - 0.01, 0, 20)

# One-percent points, and no return below one percent afterwards.
q_pseudo = one_percent_point(main.pseudo_form)
q_comp = one_percent_point(main.compensated_form)
assert main.charge > 0.01 and q_pseudo == 0.0
least_pseudo = np.min(np.abs(deviation(main.pseudo_form, q_wide)))
beyond = q_wide[q_wide > q_comp]
least_comp = np.min(np.abs(deviation(main.compensated_form, beyond)))
assert least_pseudo > 0.01 and least_comp >= 0.01

# Coulomb integrals: reciprocal space against real-space field energy.
q_int = np.linspace(0, 60, 6001)


def coulomb_q(form):
    return 2/np.pi * simpson(form(q_int)**2, x=q_int)


def coulomb_r(inner_density, missing):
    points = np.outer(main.r, NODES)
    enclosed = main.r * ((4*np.pi*points**2*inner_density(points)) @ WEIGHTS)
    inside = np.sum(main.w * enclosed**2 / main.r**2)
    outside = quad(lambda r: (1 - np.exp(-2*r)*(1 + 2*r + 2*r*r)
                              - missing)**2 / r**2, s, np.inf)[0]
    return inside + outside


j_true = coulomb_q(exact_form)
j_pseudo = coulomb_q(main.pseudo_form)
j_comp = coulomb_q(main.compensated_form)
assert abs(j_true - 5/8) < 1e-8
assert abs(j_pseudo - coulomb_r(main.inner_pseudo, main.charge)) < 1e-6
assert abs(j_comp - coulomb_r(
    lambda r: main.inner_pseudo(r) + main.charge*main.shape(r), 0)) < 1e-6

# Reconstruction on finite Simpson grids inside the sphere.
grid_rows = []
for intervals in (20, 40, 80):
    r_grid = np.linspace(0, s, intervals + 1)
    w_grid = np.ones(intervals + 1)
    w_grid[1:-1:2], w_grid[2:-1:2] = 4, 2
    w_grid *= s / intervals / 3

    def finite_form(q, r=r_grid, w=w_grid):
        return main.pseudo_form(q) + main.onsite(q, r, w)

    grid_rows.append((intervals, s/intervals,
                      one_percent_point(finite_form, q_max=120.0)))
products = [h*q for _, h, q in grid_rows]
assert max(products) / min(products) < 1.05

inner_true = main.transform(true_density, 0.0)[0]
inner_pseudo = main.transform(main.inner_pseudo, 0.0)[0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

print(f"sphere radius s = {s:.2f} bohr")
print(f"a = {a:.6f}, b = {b:.6f}, c = {c:.6f} (atomic units)")
print(f"true charge inside sphere = {inner_true:.6f} electrons")
print(f"pseudo charge inside sphere = {inner_pseudo:.6f} electrons")
print(f"missing charge Q = {main.charge:.6f} electrons")
print(f"r^2 moment of true minus pseudo = {main.moment:.6f} bohr^2")
print(f"mean r^2 of compensation shape = {shape_r2:.6f} bohr^2")
print(f"moment error Delta M = {delta_moment:.6f} bohr^2")
print("q (1/bohr), F, pseudo, compensated, reconstructed (no unit):")
for q in (0.0, 1.0, 2.0, 3.0, 5.0, 10.0):
    p, m = main.pseudo_form(q)[0], main.compensated_form(q)[0]
    f = p + main.onsite(q)[0]
    print(f"  {q:4.1f} {exact_form(q):.6f} {p:.6f} {m:.6f} {f:.6f}")
print("q (1/bohr), deviation of pseudo and compensated (percent):")
for q in (0.0, 1.0, 2.0, 3.0, 5.0, 10.0, 40.0):
    dp = 100 * deviation(main.pseudo_form, q)[0]
    dm = 100 * deviation(main.compensated_form, q)[0]
    print(f"  {q:4.1f} {dp:9.3f} {dm:9.3f}")
print(f"one-percent point, pseudo = {q_pseudo:.4f} 1/bohr")
print(f"least pseudo deviation, q 0 to 40 = {100*least_pseudo:.3f} percent")
print(f"one-percent point, compensated = {q_comp:.4f} 1/bohr")
print(f"  the same = {q_comp/bohr_angstrom:.4f} 1/angstrom")
print(f"  small-q estimate = {q_estimate:.4f} 1/bohr")
print(f"reconstructed, worst relative error to q=40: {worst_rebuilt:.1e}")
print("Simpson intervals, h (bohr), reconstructed 1% point (1/bohr), q*h:")
for intervals, h, q in grid_rows:
    print(f"  {intervals:3d} {h:.4f} {q:.3f} {q*h:.4f}")
print("s (bohr), Q (electrons), 1% points pseudo, compensated (1/bohr):")
for radius in (0.5, 1.0, 1.5):
    ball = Sphere(radius)
    qp = one_percent_point(ball.pseudo_form)
    qm = one_percent_point(ball.compensated_form)
    print(f"  {radius:.1f} {ball.charge:.6f} {qp:.4f} {qm:.4f}")
print(f"Cartesian grid spacing = {spacing:.2f} bohr; largest errors in F:")
print(f"  pseudo {error_pseudo:.1e}, true density {error_true:.1e}, "
      f"reconstructed {error_rebuilt:.1e}")
print(f"Coulomb integral, true = {j_true:.6f} hartree")
print(f"Coulomb integral, pseudo = {j_pseudo:.6f} hartree")
print(f"Coulomb integral, compensated = {j_comp:.6f} hartree")
print("tests ok")
```

Printed output:

```
sphere radius s = 1.00 bohr
a = 0.643789, b = -0.367879, c = 0.091970 (atomic units)
true charge inside sphere = 0.323324 electrons
pseudo charge inside sphere = 0.291684 electrons
missing charge Q = 0.031640 electrons
r^2 moment of true minus pseudo = 0.006283 bohr^2
mean r^2 of compensation shape = 0.272727 bohr^2
moment error Delta M = 0.002346 bohr^2
q (1/bohr), F, pseudo, compensated, reconstructed (no unit):
   0.0 1.000000 0.968360 1.000000 1.000000
   1.0 0.640000 0.609391 0.639620 0.640000
   2.0 0.250000 0.222294 0.248604 0.250000
   3.0 0.094675 0.071228 0.091955 0.094675
   5.0 0.019025 0.005357 0.014304 0.019025
  10.0 0.001479 0.000047 -0.000269 0.001479
q (1/bohr), deviation of pseudo and compensated (percent):
   0.0    -3.164    -0.000
   1.0    -4.783    -0.059
   2.0   -11.083    -0.558
   3.0   -24.765    -2.873
   5.0   -71.842   -24.815
  10.0   -96.820  -118.162
  40.0  -100.879   -98.257
one-percent point, pseudo = 0.0000 1/bohr
least pseudo deviation, q 0 to 40 = 3.164 percent
one-percent point, compensated = 2.3240 1/bohr
  the same = 4.3917 1/angstrom
  small-q estimate = 2.2414 1/bohr
reconstructed, worst relative error to q=40: 5.0e-11
Simpson intervals, h (bohr), reconstructed 1% point (1/bohr), q*h:
   20 0.0500 16.322 0.8161
   40 0.0250 32.894 0.8224
   80 0.0125 65.759 0.8220
s (bohr), Q (electrons), 1% points pseudo, compensated (1/bohr):
  0.5 0.002724 1.9474 5.2585
  1.0 0.031640 0.0000 2.3240
  1.5 0.112069 0.0000 1.2520
Cartesian grid spacing = 0.25 bohr; largest errors in F:
  pseudo 2.7e-06, true density 6.8e-04, reconstructed 2.7e-06
Coulomb integral, true = 0.625000 hartree
Coulomb integral, pseudo = 0.568995 hartree
Coulomb integral, compensated = 0.623553 hartree
tests ok
```
